# At most two tie-line switches for constant nonzero reaction heat capacity

## 1. Definitions and conventions

Four condensed phases A, B, C and D of a ternary system are related by

$$a\,\mathrm A+b\,\mathrm B=c\,\mathrm C+d\,\mathrm D,\qquad a,b,c,d>0. \tag{1}$$

The pressure is fixed. Each phase has a fixed composition, and the phases have no other independent reaction among them. No fifth phase is more stable than the mixtures considered, and no phase melts or transforms in the temperature range used.

The reaction free energy $\Delta G(T)$ is that of the right side of (1) minus that of the left side. The reaction enthalpy $\Delta H$, entropy $\Delta S$ and heat capacity $\Delta C_p$ have the same sign convention. At a reference temperature $T_0$ the first two are $H_0$ and $S_0$. The central assumption is

$$\Delta C_p(T)=K,\qquad K\ne0\ \text{constant}. \tag{2}$$

The italic $K$ is this constant; the upright K is the kelvin. Energies are in joules per mole of reaction as written. Doubling all coefficients in (1) doubles $H_0$, $S_0$ and $K$ and leaves every zero of $\Delta G$ in place.

The result is that $\Delta G$ has at most two zeros for $T>0$. Two switches of the stable tie line are therefore possible, but $K\ne0$ alone does not ensure them. The condition is given in Section 4.

## 2. Why the sign of the free energy selects the tie line

Reaction (1) conserves atoms. The overall composition of $a$A + $b$B therefore equals that of $c$C + $d$D. This composition lies inside the segment A–B and also inside the segment C–D. The two segments do not lie on one line, because the four phases would then have a second independent reaction. They cross, and so they are the diagonals of a convex quadrilateral.

Take any overall composition inside the quadrilateral. It can be written as a mixture with positive amounts $n_i^0$ of all four phases. The other mixtures with the same atoms follow by letting the reaction advance by $\xi$:

$$n_A=n_A^0-a\xi,\quad n_B=n_B^0-b\xi,\quad n_C=n_C^0+c\xi,\quad n_D=n_D^0+d\xi .$$

The total free energy is linear in $\xi$:

$$G_{\rm tot}(\xi)=G_{\rm tot}(0)+\xi\,\Delta G. \tag{3}$$

If $\Delta G<0$, the minimum lies at the largest allowed $\xi$, where A or B is used up. C and D are then both present, and C–D is the stable tie line. If $\Delta G>0$, the same argument with $\xi$ decreasing gives A–B. If $\Delta G=0$, the energy does not depend on $\xi$ and all four phases can coexist. A switch is thus a change of sign of $\Delta G$. A zero without a change of sign is not a switch.

## 3. The free energy and its curvature

At fixed pressure $d\Delta H/dT=\Delta C_p$ and $d\Delta S/dT=\Delta C_p/T$. With (2), integration from $T_0$ gives

$$\Delta H=H_0+K(T-T_0),\qquad \Delta S=S_0+K\ln\frac{T}{T_0}. \tag{4}$$

Since $\Delta G=\Delta H-T\Delta S$,

$$\Delta G(T)=H_0+K(T-T_0)-T\left[S_0+K\ln\frac{T}{T_0}\right]. \tag{5}$$

Differentiate term by term. The enthalpy contributes $K$. The product $-T\Delta S$ contributes $-\Delta S-T(K/T)=-\Delta S-K$. The two terms in $K$ cancel, so

$$\Delta G'(T)=-\Delta S(T),\qquad \Delta G''(T)=-\frac{K}{T}. \tag{6}$$

The curvature has one sign for all $T>0$. Suppose that $\Delta G$ had three zeros. By Rolle's theorem $\Delta G'$ would vanish between each neighbouring pair, hence at two temperatures, and $\Delta G''$ would vanish between those two. Equation (6) forbids this, so there are at most two zeros.

For $K=0$ the free energy is the straight line $H_0-TS_0$, with at most one zero unless it vanishes identically. A $K$ that is small compared with $|S_0|$ has little room to add a second one. In a window where $|K|\,|\ln(T/T_0)|<|S_0|$ throughout, (4) shows that $\Delta S$ keeps the sign of $S_0$. Then $\Delta G$ is monotonic and has at most one zero in that window.

## 4. When there are two switches

The extremum of $\Delta G$ is where $\Delta S=0$. From (4),

$$T_*=T_0\,e^{-S_0/K}. \tag{7}$$

This gives $S_0=-K\ln(T_*/T_0)$, so the bracket in (5) becomes $K\ln(T/T_*)$. With $h=H_0-KT_0$,

$$\Delta G(T)=h+KT\left[1-\ln\frac{T}{T_*}\right],\qquad \Delta G(T_*)=h+KT_* . \tag{8}$$

Define $x=T/T_*$ and

$$\eta=-\frac{h}{KT_*}=\frac{KT_0-H_0}{KT_*}. \tag{9}$$

Then

$$\Delta G=KT_*\,[\varphi(x)-\eta],\qquad \varphi(x)=x(1-\ln x). \tag{10}$$

The derivative is $\varphi'(x)=-\ln x$. Thus $\varphi$ rises from its limit 0 at $x\to0$ to 1 at $x=1$. It then falls, passes through zero at $x=e$, and tends to $-\infty$. The zeros of $\Delta G$ are the solutions of $\varphi(x)=\eta$:

- $0<\eta<1$: two zeros, one below $T_*$ and one between $T_*$ and $eT_*$. There are two switches.
- $\eta=1$: a double zero at $T_*$. The curve touches zero and there is no switch.
- $\eta>1$: no zero.
- $\eta\le0$: one zero, at or above $eT_*$, and one switch.

For $K>0$ and $0<\eta<1$, the stable tie lines on heating are C–D, A–B, C–D. For $K<0$ the order is A–B, C–D, A–B. Writing (1) backwards changes the signs of $H_0$, $S_0$ and $K$ together and leaves $T_*$ and $\eta$ unchanged, as it must.

This classification was compared with sign changes of (5) counted on a temperature grid for 500 random parameter sets with both signs of $K$. There were 248 sets with no zero, 202 with one and 50 with two, and each agreed with the value of $\eta$.

A process has a finite window $T_a<T<T_b$. Two switches occur inside it, with nonzero values at its ends, exactly when

$$T_a<T_*<T_b,\quad K\Delta G(T_a)<0,\quad K\Delta G(T_b)<0,\quad K\Delta G(T_*)>0. \tag{11}$$

The conditions suffice because $\Delta G$ changes sign once on each side of $T_*$. They are necessary because the function $K\Delta G$ is concave: it is positive between two simple zeros, where its maximum lies, and negative outside them.

## 5. Explicit switch temperatures

To solve $\varphi(x)=\eta$, set $\ln x=1+w$. Then $1-\ln x=-w$ and $x=e\,e^w$, so

$$-w\,e\,e^w=\eta\quad\Longrightarrow\quad w e^w=-\frac{\eta}{e}. \tag{12}$$

The solution is the Lambert function, $w=W(-\eta/e)$. For $0<\eta<1$ the argument lies between $-1/e$ and 0, where two real branches exist. The branch $W_{-1}<-1$ gives $\ln x<0$, the lower zero. The branch $-1<W_0<0$ gives $\ln x>0$, the upper zero. Replacing $e^w$ in $x=e\,e^w$ by $-\eta/(ew)$ yields

$$T_1=-\frac{\eta T_*}{W_{-1}(-\eta/e)},\qquad T_2=-\frac{\eta T_*}{W_0(-\eta/e)}. \tag{13}$$

For $\eta\le0$ the single zero is $T=T_*\exp[1+W_0(-\eta/e)]$, a form that remains usable at $\eta=0$.

Near merging, put $x=1+\delta$. Since $\varphi''=-1/x$ and $\varphi'''=1/x^2$,

$$\varphi=1-\frac{\delta^2}{2}+\frac{\delta^3}{6}+\dots$$

With $s=\sqrt{2(1-\eta)}$, the equation $\varphi=\eta$ becomes $\delta^2=s^2+\delta^3/3+\dots$. Insert $\delta=\pm s+\epsilon$. The terms of order $s^3$ give $\pm2s\epsilon=\pm s^3/3$, so $\epsilon=s^2/6$ for both signs:

$$\frac{T_{2,1}}{T_*}\approx1\pm s+\frac{s^2}{6}. \tag{14}$$

The square root makes the switches very sensitive to the parameters when they are close together. The last term moves both of them upward.

## 6. From switch temperatures back to the parameters

If $T_1$, $T_2$ and $K$ are given, the other parameters follow. Let $\ell_i=\ln(T_i/T_0)$ and $\ell_*=\ln(T_*/T_0)$. The two conditions $\Delta G(T_i)=0$ in (8) read

$$-\frac hK=T_1(1+\ell_*-\ell_1)=T_2(1+\ell_*-\ell_2).$$

Equating the last two expressions and collecting $1+\ell_*$ gives

$$1+\ell_*=\frac{T_2\ell_2-T_1\ell_1}{T_2-T_1}. \tag{15}$$

This fixes $T_*$, which is the identric mean of $T_1$ and $T_2$. Put (15) into the first expression for $-h/K$:

$$-\frac hK=T_1\,\frac{T_2\ell_2-T_1\ell_1-(T_2-T_1)\ell_1}{T_2-T_1}
=\frac{T_1T_2\ln(T_2/T_1)}{T_2-T_1}. \tag{16}$$

The extremum is $h+KT_*$, hence

$$\Delta G(T_*)=K\left[T_*-\frac{T_1T_2\ln(T_2/T_1)}{T_2-T_1}\right]. \tag{17}$$

For given switch temperatures, the extremum of $\Delta G$ between them is proportional to $K$: a maximum for $K>0$ and a minimum for $K<0$. A small heat-capacity change therefore means a small margin of stability.

## 7. Worked example: a nitride barrier on silicon

Let M be a metal whose nitride separates silicon from a conductor. The reaction is

$$4\,\mathrm{MN}+11\,\mathrm{Si}=4\,\mathrm{MSi_2}+\mathrm{Si_3N_4}.$$

Each side has 4 M, 11 Si and 4 N, or 19 atoms. Positive $\Delta G$ means that the nitride is stable against silicon. The chosen parameters are $T_0=300$ K, $H_0=-8000$ J/mol, $S_0=-20$ J/(mol K) and $K=20$ J/(mol K). This $K$ is about 4% of $3R$ per atom summed over the 19 atoms.

Equation (7) gives $T_*=300\,e^{1}=815.5$ K. Next, $h=-8000-20\times300=-14000$ J/mol and

$$\eta=\frac{14000}{20\times815.48}=0.8584 .$$

This lies between 0 and 1. The roots are $x=0.5175$ and $x=1.5776$, so

$$T_1=422\ \mathrm K\ (149\,^\circ\mathrm C),\qquad T_2=1286\ \mathrm K\ (1013\,^\circ\mathrm C).$$

The approximation (14), with $s=0.532$, gives 420 K and 1288 K.

The maximum is $-14000+20\times815.48=2310$ J/mol, or 1.26 meV per atom. Equation (17) gives the same value from the switch temperatures: the fraction in it is 700 K, and $20\times(815.5-700)=2310$ J/mol.

At 350, 800 and 1400 K, $\Delta G$ is $-1079$, $+2307$ and $-1132$ J/mol. The total energy was also minimized directly by linear programming, at 20 random overall compositions for each temperature. The stable pair was MSi$_2$ + Si$_3$N$_4$ at 350 K, MN + Si at 800 K and MSi$_2$ + Si$_3$N$_4$ at 1400 K.

## 8. Sensitivity to the input data

Differentiate $\Delta G(T_i;H_0,S_0)=0$ at fixed $K$ and $T_0$. The partial derivatives of (5) with respect to $H_0$, $S_0$ and $T$ are $1$, $-T$ and $-\Delta S$. Therefore

$$\frac{\partial T_i}{\partial H_0}=\frac1{\Delta S(T_i)},\qquad
\frac{\partial T_i}{\partial S_0}=-\frac{T_i}{\Delta S(T_i)}. \tag{18}$$

In the example $\Delta S$ is $-13.2$ J/(mol K) at $T_1$ and $+9.1$ J/(mol K) at $T_2$. An increase of $H_0$ by 1 kJ/mol thus moves the switches by $-76$ K and $+110$ K to first order. The full solution gives 355 K and 1388 K. A decrease by 1 kJ/mol gives 511 K and 1164 K.

With $S_0$ and $K$ held fixed, the zeros merge at $H_0=-10310$ J/mol, and $T_1$ falls to 300 K at $H_0=-6000$ J/mol. Both switches lie above 300 K only within this interval of 4.3 kJ/mol. An error of 1 kJ/mol in the formation enthalpy of MN enters four times, and the resulting 4 kJ/mol is almost the whole interval. A prediction of two switches needs reaction data of matching accuracy.

## 9. Where constant heat capacity fails

For a smooth, temperature-dependent $\Delta C_p$, (6) becomes $\Delta G''=-\Delta C_p/T$. The argument with Rolle's theorem then allows at most $m+2$ zeros of $\Delta G$ if $\Delta C_p$ has $m$ zeros. The bound of two survives if $\Delta C_p$ varies without vanishing, but the temperatures move. In the example, a slope of $+0.005$ J/(mol K$^2$), with $\Delta C_p=K$ kept at $T_0$, gives switches at 422 K and 1185 K. The opposite slope gives 422 K and 1439 K.

A reversal of sign can add a third zero. With $H_0=3978.4$ J/mol, $S_0=10.761$ J/(mol K), and $\Delta C_p$ rising linearly from $-23.22$ J/(mol K) at 300 K with slope 0.05 J/(mol K$^2$), $\Delta G$ vanishes within 1 K of 400, 800 and 1200 K.

Assumption (2) also cannot hold down to $T=0$, since the entropy in (4) diverges there. For phases without residual entropy or transitions,

$$\Delta S(T)=\int_0^T\frac{\Delta C_p(t)}{t}\,dt. \tag{19}$$

If $\Delta C_p$ had one sign from zero temperature upward, $\Delta S$ would have that sign too, and $\Delta G$ would be monotonic with at most one switch. Two switches require $\Delta S(T_*)=0$ at some $T_*>0$, so $\Delta C_p$ must take both signs below $T_*$. In the example it must be negative somewhere below 300 K to produce $S_0=-20$ J/(mol K).

A model that obeys (19) shows that this is possible. Each of the 19 atoms has three Einstein oscillators, with characteristic temperature 500 K in the reactants and 552 K in the products. A term linear in $T$, with coefficient 0.056 J/(mol K$^2$), is added to $\Delta C_p$. The parameters reproduce $\Delta G$ and $\Delta S$ at 300 K and the value of $T_*$. The model has two switches, at 402 K and 1209 K. Its $\Delta C_p$ is far from constant: $-17$, $-1$, $+42$ and $+71$ J/(mol K) at 100 K, 300 K, $T_*$ and 1286 K. Two switches thus do not depend on a constant $K$, but their positions do depend on the heat-capacity law. The linear term carries the upper switch: it supplies 72 J/(mol K) at 1286 K, and its coefficient, 14 mJ/(mol K$^2$) per metal atom, is several times a usual electronic heat-capacity coefficient. With the oscillators and $\Delta G(300\ \mathrm K)$ unchanged and a coefficient of 0.03 J/(mol K$^2$), only the lower switch remains below 1690 K. The model shows that two switches are compatible with (19), not that real solids supply such a $\Delta C_p$.

## 10. Effects outside the model

The parameters above were chosen to show two switches and are not data for a particular metal M, so the example does not predict that a real nitride behaves this way. The margin of 2.3 kJ/mol for 19 moles of atoms is small, and several effects outside the model can match it.

**Interfaces.** Suppose that complete reaction of a film of thickness $t$ changes the interface energy by 0.5 J/m$^2$. With 48 cm$^3$ of MN per mole of reaction, the change is $0.5\times48\times10^{-6}\,\mathrm{m^3}/t$ in J/mol. It equals the margin at $t=10$ nm. A decrease in interface energy then cancels the stability of the nitride at $T_*$; an increase doubles the margin.

**Stress.** At a hydrostatic pressure of 1 GPa, each 1 cm$^3$/mol of reaction volume contributes 1 kJ/mol. The reaction volume can be much larger than this: for M = Ti, the lattice parameters of the four phases give about $-32$ cm$^3$ per mole of reaction. A pressure of 0.1 GPa then contributes about $-3$ kJ/mol, more than the margin in the example. If the contribution is independent of temperature, it acts like the same change of $H_0$, and at 0.1 GPa of compression both switches of the example disappear. A tension of the same size has the opposite effect and moves them apart, to about 240 K and 1580 K. The volume quoted is for the C54 form of TiSi$_2$; the C49 form gives about $-31$ cm$^3$. Stress in a film is biaxial and changes with temperature, so a hydrostatic estimate gives only the order of magnitude.

**Composition.** If the silicide dissolves other elements and its activity falls to $\alpha$, the reaction free energy gains $4RT\ln\alpha$, which is negative. At $T_*$ the margin is gone at $\alpha=0.918$. The term is proportional to $T$ and acts like a change of $S_0$, so the maximum moves to a lower temperature: at $\alpha=0.92$ the switches lie at 595 K and 832 K, and they merge at $\alpha=0.912$.

**Nitrogen loss.** For Si$_3$N$_4$ = 3 Si + 2 N$_2$, take roughly 740 kJ/mol and 330 J/(mol K). With a standard pressure of 1 bar, the equilibrium pressure is $\exp[-(\Delta H-T\Delta S)/2RT]$ bar. This is about $3\times10^{-4}$ Torr at $T_2$ and negligible at $T_1$. The value is uncertain by one to two orders of magnitude. Published formation enthalpies of Si$_3$N$_4$ range from about $-745$ to about $-830$ kJ/mol, and 828 kJ/mol gives $5\times10^{-6}$ Torr with the same entropy or $7\times10^{-5}$ Torr with 375 J/(mol K). This spread is also about twenty times the interval of 4.3 kJ/mol found in Section 8. In a vacuum anneal near $T_2$ with less nitrogen than this, silicon nitride tends to decompose. So does MN in contact with silicon, because $\Delta G=0$ at $T_2$ makes the two equilibrium pressures equal there. A balance of condensed phases alone then no longer describes the system.

**Melting.** For an estimate, let silicon melt at 1690 K with an entropy of 30 J/(mol K); both are rounded model inputs. Melting lowers the free energy of the reactants, so $\Delta G$ gains $11\times30\,(T-1690\ \mathrm K)$ J/mol above that temperature. Starting from $-4830$ J/mol at 1690 K, it reaches zero about 15 K higher, a third switch. This estimate ignores the metal dissolved in the liquid. Melting of a product would instead bend $\Delta G$ downward, and for $K>0$ the bound of two would remain if the heat-capacity change stayed positive.

**Kinetics.** With a diffusion prefactor of $10^{-3}$ cm$^2$/s and a barrier of 2 eV, the length $\sqrt{Dt}$ after one hour is $2\times10^{-5}$ nm at $T_1$ and about 2300 nm at $T_2$. For these values the lower switch is frozen: a nitride film on silicon cooled below $T_1$ stays unreacted although it is no longer stable. The upper switch is then the one that matters in an anneal, but it is not the only limit. If the same values describe diffusion through the nitride, $\sqrt{Dt}$ reaches 50 nm in one hour at about 900 K, so a thin barrier can be crossed while it is still stable against silicon.

## 11. Procedure for implementation

1. Balance the reaction and confirm that two phases stand on each side with positive coefficients. A reaction of three phases to one describes a phase inside a triangle, not crossing tie lines.
2. Refer $H_0$, $S_0$ and $K$ to the same $T_0$ and the same molar reaction. Compute $T_*$ and $\eta$ from (7) and (9).
3. For $0<\eta<1$, use (13), or search for a root of (5) on each side of $T_*$. The upper root lies below $eT_*$. Close to $\eta=1$ the Lambert function is near its branch point, and rounding errors in $\eta$ are magnified by the square root in (14).
4. Apply (11) to the process window, and check that no phase transition or competing phase occurs in it.
5. Compare $|\Delta G|$ at $T_*$ and at both ends of the process window with the uncertainty of the reaction free energy and with the terms of Section 10. If any of the three values is not clearly larger, the data do not establish two switches in the window.

The full set of values is given in the numerical output.

## Numbers as computed

```
T0 = 300 K, H0 = -8000 J/mol
S0 = -20 J/(mol K), K = 20 J/(mol K)
K / (3R per atom, 19 atoms) = 0.0422
h = H0 - K T0 = -14000 J/mol
Tstar = 815.48 K, eta = 0.85839
x_low = 0.51748, x_high = 1.57755
switches: T1 = 421.99 K, T2 = 1286.47 K
switches: 148.8 C, 1013.3 C
dome height G(Tstar) = 2309.7 J/mol
dome height = 1.260 meV/atom
identric mean of T1, T2 = 815.48 K
dome height from T1, T2 = 2309.7 J/mol
G(300 K) = -2000.0 J/mol 
G(350 K) = -1079.1 J/mol MSi2 + Si3N4
G(800 K) = 2306.7 J/mol MN + Si
G(1400 K) = -1132.5 J/mol MSi2 + Si3N4
G(1690 K) = -4830.1 J/mol 
random cases with 0, 1, 2 zeros: 248, 202, 50
random cases with two switches in 300-1600 K: 15
entropy change at T1, T2: -13.176, 9.118 J/(mol K)
dT/dH0 at T1, T2: -75.9, 109.7 K per kJ/mol
H0 + 1 kJ/mol: switches 354.7, 1387.6 K
H0 - 1 kJ/mol: switches 511.3, 1163.5 K
H0 at which the zeros merge = -10309.7 J/mol
H0 at which T1 reaches 300 K = -6000.0 J/mol
slope of heat-capacity change tried = +/-0.005 J/(mol K^2)
positive slope: switches 422.3, 1184.9 K
negative slope: switches 421.7, 1439.3 K
three-zero case: zeros 400, 800, 1200 K
  H0 = 3978.4 J/mol, S0 = 10.761 J/(mol K), slope 0.05 J/(mol K^2)
  dCp(300, 400, 1200 K) = -23.22, -18.22, 21.78 J/(mol K)
third-law model: theta reactants 500 K, products 552.38 K
  linear term 0.05593 J/(mol K^2), E0 = -4690.4 J/mol
  dCp at 100 K, 300 K = -17.15, -1.15 J/(mol K)
  dCp at Tstar, T2 = 42.47, 70.66 J/(mol K)
  switches 402.4, 1209.0 K
silicon melting (rough): 1690 K, 30 J/(mol K)
  third switch after melting = 1705.3 K
MN volume 48 cm^3/mol, interface change 0.5 J/m^2
  film thickness where it equals the dome = 10.4 nm
1 GPa on a volume change of 1 cm^3/mol = 1000 J/mol
MSi2 activity that cancels the dome at Tstar = 0.9184
Si3N4 loss (rough): 740 kJ/mol, 330 J/(mol K)
  N2 pressure at T1, T2 = 5.0e-35, 3.0e-04 Torr
diffusion: D0 0.001 cm^2/s, barrier 2.0 eV, time 3600 s
  length at T1, T2 = 2.2e-05, 2.3e+03 nm
```
